# Why spin-orbit pseudopotential coefficients cannot be copied unconverted between programs

**Q:** I have moved a relativistic pseudopotential from a published table into another program. The element, the core size, the Gaussian exponents and the powers of $r$ are the same, and I copied the spin-orbit coefficients digit for digit. The scalar energies agree with the earlier calculation. The coefficients define the potential, so surely the spin-orbit part must agree too.

**A:** The coefficients define a radial function. They define an operator once you also know what that function multiplies, and tables differ on this. Let us start from something on which they cannot differ. For a given $l\ge 1$, the potential acts as one radial function $V_+(r)$ on states with $j=l+\tfrac12$ and as another, $V_-(r)$, on states with $j=l-\tfrac12$. With projectors $P_\pm$ onto these two sets,

$$V=V_+P_++V_-P_-,\qquad \Delta_l=V_+-V_-.$$

How would you write this with a spin-orbit operator?

**Q:** As an average plus something times $\mathbf l\cdot\mathbf s$. But I would have taken the something to be $\Delta_l$.

**A:** Let us find it. I set $\hbar=1$ and $\mathbf s=\boldsymbol\sigma/2$. Squaring $\mathbf j=\mathbf l+\mathbf s$ gives $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$, because $\mathbf l$ and $\mathbf s$ commute. On a state of given $l$ and $j$, therefore,

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].$$

For $j=l+\tfrac12$ we have $j(j+1)=(l+\tfrac12)(l+\tfrac32)=l^2+2l+\tfrac34$. The bracket is $l$, and the eigenvalue is $l/2$. For $j=l-\tfrac12$ we have $j(j+1)=(l-\tfrac12)(l+\tfrac12)=l^2-\tfrac14$. The bracket is $-l-1$, and the eigenvalue is $-(l+1)/2$.

Now require $V=\bar V_l+\xi_l\,\mathbf l\cdot\mathbf s$ on both sets of states:

$$V_+=\bar V_l+\frac l2\,\xi_l,\qquad V_-=\bar V_l-\frac{l+1}2\,\xi_l.$$

Subtracting the second equation from the first removes the average:

$$\Delta_l=\frac{2l+1}{2}\,\xi_l\quad\Longrightarrow\quad \xi_l=\frac{2}{2l+1}\,\Delta_l.$$

Putting this back into the first equation gives the average,

$$\bar V_l=V_+-\frac{l}{2l+1}(V_+-V_-)=\frac{(l+1)V_++l\,V_-}{2l+1}.$$

Two equations fix two unknown functions, so there is no freedom left in the operator. The weights $l+1$ and $l$ are proportional to the numbers of states, $2l+2$ and $2l$. The identity was also tested for $l=1,2,3$ with projectors found by diagonalizing $\mathbf j^2$, and it holds to rounding error.

**Q:** Then there is one correct function, $\xi_l$, and a table should print it.

**A:** It may, but other functions carry the same information. Here are four possible entries $T$, with the letters used in the numerical output. The letter Q below names a kind of table, not you.

- D prints the difference: $T_D=\Delta_l$.
- S prints the coefficient of $\mathbf l\cdot\mathbf s$: $T_S=\xi_l=2\Delta_l/(2l+1)$.
- Q prints the coefficient of $\mathbf l\cdot\boldsymbol\sigma$. Since $\mathbf l\cdot\mathbf s=\tfrac12\,\mathbf l\cdot\boldsymbol\sigma$, this is $T_Q=\xi_l/2=\Delta_l/(2l+1)$.
- L prints the shift of the upper-$j$ potential from the average: $T_L=(l/2)\,\xi_l=l\Delta_l/(2l+1)$.

Each can be solved for the physical function in the form $\xi_l=k\,T$:

$$k_D=\frac2{2l+1},\qquad k_S=1,\qquad k_Q=2,\qquad k_L=\frac2l.$$

A program that expects convention Y multiplies whatever it receives by $k_Y$. If the entry was written in convention X, it equals $\xi_l/k_X$, and the program uses

$$\xi_l'=k_Y\,T_X=\frac{k_Y}{k_X}\,\xi_l .$$

That is a different potential whenever $k_Y\neq k_X$, even though every digit was copied correctly.

**Q:** How much does this matter for an atom? The orbital will respond, so the error in a level need not follow the error in a coefficient.

**A:** To first order it does follow. Take one electron in the lowest level of a given $l$, with the radial function belonging to $\bar V_l$. Both $j$ levels use this same function in first order, so the splitting is

$$E_+-E_-=\left[\frac l2+\frac{l+1}2\right]\langle\xi_l\rangle=\left(l+\tfrac12\right)\langle\xi_l\rangle=\langle\Delta_l\rangle .$$

It is linear in $\xi_l$, so a misread entry multiplies the splitting by $k_Y/k_X$.

For a numerical case, take a model ion with core charge 6 and one electron. In hartree, with $r$ in bohr,

$$\bar V=-\frac6r+2e^{-r^2}+e^{-r^2/2},\qquad \Delta=0.02\,e^{-r^2/2},$$

the same for $l=1,2,3$. These are round parameters and represent no particular element. Solving the radial equation separately for each $j$ gives these reference splittings:

- p: 11.171 millihartree, or 304.0 meV
- d: 2.990 millihartree, or 81.4 meV
- f: 0.722 millihartree, or 19.6 meV

The first-order value for p is 11.165 millihartree, very close to the solved one. The decrease from p to f is not in the coefficient, which is 0.02 hartree throughout. Since the first-order splitting is $0.02\,\langle e^{-r^2/2}\rangle$ hartree, the p value means $\langle e^{-r^2/2}\rangle=11.165/20\approx0.56$. For f the same division gives $0.722/20\approx0.036$. The f electron has far less of its density in the region where the spin-orbit function acts.

Suppose now that a D table is copied into a program that expects S. What do you predict?

**Q:** The factor is $k_S/k_D=(2l+1)/2$, so 1.5 for p, 2.5 for d and 3.5 for f. The p splitting becomes about $1.5\times11.17\approx16.8$ millihartree.

**A:** The solved ratios are 1.500, 2.503 and 3.504. If an S table is read as Q, the factor is 2 for every $l$, and the solved ratio is 2.001 in all three channels. Thus one kind of mistake grows with $l$ and the other does not. All twelve wrong pairings were solved, and each was tested to agree with its first-order factor within 5 percent of that factor.

**Q:** The small excesses, such as 2.503 instead of 2.5, look like numerical noise.

**A:** They are the orbital response you asked about. Let $\lambda$ be the eigenvalue of $\mathbf l\cdot\mathbf s$. Mixing with the higher radial states $n$ of the same $l$ adds the second-order energy

$$-\lambda^2\chi,\qquad \chi=\sum_{n>0}\frac{|\langle n|\xi_l|0\rangle|^2}{E_n-E_0}>0,$$

where the sum includes the continuum. The contribution to the splitting is

$$S_2=-\chi\left[\frac{l^2}4-\frac{(l+1)^2}4\right]=\frac{2l+1}4\,\chi>0 .$$

Call the first-order splitting $S_1$. If $\xi_l$ is multiplied by $c$, then $S_1$ gains a factor $c$ and $S_2$ a factor $c^2$. The ratio to the reference is

$$\frac{cS_1+c^2S_2}{S_1+S_2}=c\,\frac{1+cS_2/S_1}{1+S_2/S_1}\approx c\left[1+(c-1)\frac{S_2}{S_1}\right],$$

where the last step keeps terms linear in the small quantity $S_2/S_1$. For d, the solved and first-order splittings are 2.9896 and 2.9875 millihartree, so $S_2/S_1\approx0.0021/2.9875\approx0.0007$. With $c=2.5$ this predicts $2.5\,(1+1.5\times0.0007)\approx2.503$, as found.

The same estimate shows what the simple factors depend on. Dividing the two contributions gives $S_2/S_1=\chi/(2\langle\xi_l\rangle)$. This grows when the off-diagonal elements $\langle n|\xi_l|0\rangle$ approach the spacing of levels of the same $l$. It also grows when $\xi_l(r)$ changes sign and $\langle\xi_l\rangle$ nearly cancels, even if the term is weak. A large splitting alone is not enough. With the coefficient of $\Delta$ raised from 0.02 to 2 hartree, the p splitting of the model is 1.15 hartree against a level spacing of 1.32 hartree, yet $S_2/S_1$ is only 0.045.

**Q:** An error of 50 percent or more should have shown up when I compared energies. I told you that they agreed.

**A:** You compared scalar energies, which do not contain this operator. Even the average of the spin-orbit levels would hardly have helped. Weight each level by its number of states. The first-order shift of the mean is then

$$\frac{(l+1)\frac l2-l\,\frac{l+1}2}{2l+1}\,\langle\xi_l\rangle=0 .$$

What remains is second order. The mean of $\lambda^2$ is

$$\frac{(l+1)\frac{l^2}4+l\frac{(l+1)^2}4}{2l+1}=\frac{l(l+1)}4\cdot\frac{l+(l+1)}{2l+1}=\frac{l(l+1)}4,$$

so the mean level moves by $-l(l+1)\chi/4$. Using $\chi=4S_2/(2l+1)$, the change caused by a misreading factor $c$ is

$$-\frac{l(l+1)}{2l+1}\,(c^2-1)\,S_2 .$$

Consider a D table read as Q, for which $c=k_Q/k_D=2l+1$. For p we have $c=3$ and $S_2\approx11.1706-11.1655=0.0051$ millihartree (radial-grid values, whose last digit is uncertain by one unit). The estimate is $-\tfrac23\times8\times0.0051\approx-0.027$ millihartree, and the solved change is also $-0.027$. Meanwhile the splitting has grown by 22.4 millihartree. In this example, where the spin-orbit term is weak, a check of mean energies is nearly blind to a fault that triples the splitting.

**Q:** Then the remedy is simple. I calculate one atomic p splitting and compare it with a reference. If it agrees, the whole table has been read correctly.

**A:** That tests the p channel. Evaluate the four factors for each $l$:

- p: $k_D=2/3$, $k_S=1$, $k_Q=2$, $k_L=2$
- d: $k_D=2/5$, $k_S=1$, $k_Q=2$, $k_L=1$
- f: $k_D=2/7$, $k_S=1$, $k_Q=2$, $k_L=2/3$

**Q:** For p, Q and L are the same.

**A:** Yes. If an L table is read as Q, the solved splitting ratios are 1.000, 2.001 and 3.003 for p, d and f. Your p test passes, while the d splitting is doubled and the f splitting tripled. A d test has its own blind spot, because L and S coincide there. An L table read as S gives 0.500, 1.000 and 1.500.

Among these four conventions an f splitting separates all of them. Even then, the conclusion extends to p and d only if the table uses one convention throughout. Without that assumption, you need one splitting for each channel that carries a spin-orbit term. For $l=0$ there is nothing to test, since $j=\tfrac12$ is the sole possibility and no difference $\Delta_0$ exists.

**Q:** How good must the reference be? I may not have a very accurate splitting.

**A:** It must be good enough to tell neighbouring values of $k$ apart. The closest distinct values differ by a factor 1.5 for p, 2 for d and 1.5 for f. If you choose the nearest candidate on a logarithmic scale, the boundary between two values that differ by 1.5 lies at $\sqrt{1.5}\approx1.22$ from each. For p and f, the total error of the comparison must therefore stay below a factor 1.22 in either direction. For d the limit is $\sqrt2\approx1.41$. These margins assume that you know which convention the program reads. If both conventions are unknown, you must tell ratios $k_Y/k_X$ apart, and these lie closer: 1.5 and 2 for p, 2 and 2.5 for d, 3 and 3.5 for f. The margins then shrink to about 1.15, 1.12 and 1.08. All these margins belong to the present list, and a further convention could narrow them.

The reference must also describe the same quantity. A one-electron ion has the simple splitting derived above. One electron outside closed shells has it too, provided that both $j$ levels are calculated in the same fixed, spin-independent mean field. If the closed shells are allowed to respond to the spin-orbit term, their exchange with the outer electron can also change the splitting in first order. That contribution comes from the channels of the closed shells, so a d splitting can then depend on the p coefficient, and one splitting no longer tests one channel alone. In an open shell with several electrons, the level spacings also depend on the repulsion between those electrons. You then need a reference for the same state with the same treatment of the repulsion, and the first-order factor should not be applied blindly to a spacing.

**Q:** Suppose that I do not know what my program expects. Can I find out without reading its source?

**A:** Yes, by giving it an entry whose meaning you know. PySCF 2.14.0 was treated in this way. The model function $\Delta$ itself was entered as the spin-orbit coefficient, and PySCF's own two-component one-electron Hamiltonian was diagonalized in a Gaussian basis. If the program uses $\xi_l'=k\Delta_l$, while the correct function is $2\Delta_l/(2l+1)$, the ratio $R$ of its splitting to the reference is, in first order,

$$R=\frac{k\,\Delta_l}{2\Delta_l/(2l+1)}=\frac{2l+1}2\,k\quad\Longrightarrow\quad k=\frac{2R}{2l+1}.$$

The measured ratios were 1.500 for p, 2.503 for d and 3.504 for f. What do you conclude?

**Q:** For p, $k=2\times1.500/3=1.000$. For d, $k=2\times2.503/5\approx1.001$. For f, $k=2\times3.504/7\approx1.001$. The program expects S, the coefficient of $\mathbf l\cdot\mathbf s$.

**A:** Agreed, and notice that the d result alone would have left L open. The p and f results exclude it.

The sign has to be checked as well, since a table could also define the difference as $V_--V_+$. The size of the splitting does not reveal this to first order, but the multiplicities do. The level with $2l+2$ states has $j=l+\tfrac12$, and for our positive $\Delta$ it must lie higher. It did, so the sign is positive.

**Q:** So I should multiply each D entry by $2/(2l+1)$ before giving it to this program. Do the exponents change?

**A:** No. Equating $k_YT_Y$ with $k_XT_X$, since both must equal $\xi_l$, gives

$$T_Y=\frac{k_X}{k_Y}\,T_X .$$

The factor does not depend on $r$. Every spin-orbit coefficient in one $l$ channel is multiplied by the same number, while exponents, powers of $r$ and the scalar coefficients stay as they are. For the model, the converted p entry is $0.02\times\tfrac23=0.01333$ hartree. The d entry is $0.02\times\tfrac25=0.00800$ hartree, and the f entry is $0.02\times\tfrac27=0.00571$ hartree.

With these entries PySCF gives 11.171, 2.990 and 0.722 millihartree. Each was tested to agree with the separate radial solution to within one part in a thousand. This establishes the convention for coefficients entered directly in that version. It says nothing about another program, or about a file reader that may rescale coefficients on the way in.

**Q:** My mistake was to treat the printed number as the potential. I will look up what it multiplies, convert each channel, and check a splitting for every $l$ that has a spin-orbit term.

**A:** That procedure tests the operator you actually use. If a splitting is still wrong, divide it by the reference before changing anything. A ratio near $k_Y/k_X$ for two different conventions X and Y points to a misread table, although for p and d more than one pair can give the same ratio. A ratio that matches no pair of $k$ values calls for another explanation, such as an unlisted convention, an unsuitable reference, a poor basis, or a ratio $S_2/S_1$ too large for the first-order factors.

## Computed results

```
PySCF version: 2.14.0
core charge 6; Delta coefficient 0.02 hartree
local term 2.0 hartree, exponent 1.0 bohr^-2
channel term 1.0 hartree, exponent 0.5 bohr^-2
operator identity, largest error: 3.3e-16 hartree
p: level without spin-orbit -2.9383 hartree
p: reference splitting 11.1706 mhartree = 303.97 meV; first order 11.1655 mhartree
d: level without spin-orbit -1.6101 hartree
d: reference splitting 2.9896 mhartree = 81.35 meV; first order 2.9875 mhartree
f: level without spin-orbit -1.0570 hartree
f: reference splitting 0.7219 mhartree = 19.64 meV; first order 0.7216 mhartree
splitting / reference, solved (first-order factor), for p, d, f:
  written D, read S: 1.500 (1.500), 2.503 (2.500), 3.504 (3.500)
  written D, read Q: 3.003 (3.000), 5.014 (5.000), 7.019 (7.000)
  written D, read L: 3.003 (3.000), 2.503 (2.500), 2.335 (2.333)
  written S, read D: 0.667 (0.667), 0.400 (0.400), 0.286 (0.286)
  written S, read Q: 2.001 (2.000), 2.001 (2.000), 2.001 (2.000)
  written S, read L: 2.001 (2.000), 1.000 (1.000), 0.667 (0.667)
  written Q, read D: 0.333 (0.333), 0.200 (0.200), 0.143 (0.143)
  written Q, read S: 0.500 (0.500), 0.500 (0.500), 0.500 (0.500)
  written Q, read L: 1.000 (1.000), 0.500 (0.500), 0.333 (0.333)
  written L, read D: 0.333 (0.333), 0.400 (0.400), 0.428 (0.429)
  written L, read S: 0.500 (0.500), 1.000 (1.000), 1.500 (1.500)
  written L, read Q: 1.000 (1.000), 2.001 (2.000), 3.003 (3.000)
p: D read as Q: splitting changes 22.3711, weighted mean -0.0269 mhartree
d: D read as Q: splitting changes 12.0012, weighted mean -0.0606 mhartree
f: D read as Q: splitting changes 4.3452, weighted mean -0.0261 mhartree
p: 3 distinct k values, closest pair differs by factor 1.50
d: 3 distinct k values, closest pair differs by factor 2.00
f: 4 distinct k values, closest pair differs by factor 1.50
PySCF given Delta itself as its spin-orbit coefficient:
  p: splitting/reference 1.5003, k = 1.0002, fits S
  d: splitting/reference 2.5027, k = 1.0011, fits S or L
  f: splitting/reference 3.5039, k = 1.0011, fits S
PySCF convention found: S, sign +1
  p: converted entry 0.013333 hartree gives 11.1705 mhartree, ratio 0.99999
  d: converted entry 0.008000 hartree gives 2.9896 mhartree, ratio 1.00000
  f: converted entry 0.005714 hartree gives 0.7219 mhartree, ratio 1.00000
```
